Focal length of a thin magnetic electron lens

In an electron-beam writer, electrons leave a small source, pass down an evacuated column and must be brought together again in a fine spot on the resist. Much of this work is done by coils wound around the beam. At first sight such a coil should do nothing: its field on the axis points along the beam, and a magnetic field exerts no force on a charge that moves parallel to it. Yet the coil focuses, and it does so whichever way its current flows. The question is how strongly it focuses, and how its strength depends on the field and on the accelerating voltage.

Let the beam travel along +z. The electron has charge −e and mass m, starts from rest and is accelerated through a voltage V before it reaches the lens. In the lens the electric potential is constant, and the magnetic field is static and symmetric about the z axis, with axial value B(z). SI units are used, and a prime means d/dz. Speeds are first taken as nonrelativistic, so that mv²/2 = eV. The rays are paraxial: their distance r from the axis and their slope are small, and terms beyond first order in them are dropped.

The field near the axis follows from its axial value. By symmetry B_z is even in r, so to first order B_z = B(z). Zero divergence then requires

(1/r) ∂(rB_r)/∂r = −B′.

Multiplication by r and integration from the axis gives rB_r = −r²B′/2, or

B_r = −rB′/2, B_x = −xB′/2, B_y = −yB′/2.

Wherever the axial field rises or falls, there is thus a radial field proportional to r.

The force is −e v×B. With dots for time derivatives, its transverse components give

ẍ = −(e/m)(ẏB_z − żB_y),
ÿ = −(e/m)(żB_x − ẋB_z).

The two equations combine if the transverse position is written as one complex number, w = x + iy. Adding i times the second to the first, and using ẏ − iẋ = −iẇ and −B_y + iB_x = i(B_x + iB_y) = −iB′w/2, one finds

ẅ = i(e/m)(Bẇ + żB′w/2).

A magnetic force does no work, so the speed v is constant. The axial speed is √(v² − |ẇ|²), which differs from v in second order. To first order, therefore, ẇ = vw′ and ẅ = v²w″. Division by v² gives the equation of the ray:

w″ = i(e/mv)(Bw′ + B′w/2).

Because of the factor i, both terms on the right couple the x and y motions. The coupling can be removed by describing the ray in a frame that turns about the axis as z increases. Set

w = u exp(iθ), θ′ = eB/(2mv).

Then eB/(mv) = 2θ′ and eB′/(2mv) = θ″, so the ray equation reads w″ = 2iθ′w′ + iθ″w. The derivatives of w are

w′ = (u′ + iθ′u) exp(iθ),
w″ = (u″ + 2iθ′u′ + iθ″u − θ′²u) exp(iθ).

Substitution on both sides, with the common exponential cancelled, gives

u″ + 2iθ′u′ + iθ″u − θ′²u = 2iθ′u′ − 2θ′²u + iθ″u.

The terms in u′ and θ″ cancel, and what remains is

u″ = −θ′²u.

The coefficient is k(z) = θ′² = e²B²/(4m²v²). Since m²v² = 2meV,

u″ = −k(z)u, k(z) = eB(z)²/(8mV).

The coefficient k is real, so the real and imaginary parts of u obey the same equation separately. Rays that do not lie in a plane containing the axis are covered too, and no value of the angular momentum has been assumed.

The square of B has a simple mechanical origin. Consider a ray that enters parallel to the axis. Its u can be taken real at entry and then stays real, so the term iθ′u in w′ is the azimuthal slope. The azimuthal speed is therefore

v_φ = vθ′r = eBr/(2m).

In a weak lens, where r hardly changes, it is produced almost entirely by the axial velocity crossing the radial fringe field. In a ray traced with the full three-dimensional Lorentz force through the lens of the example below, the azimuthal slope at the lens centre was 0.999994 times the value v_φ/v given by this formula. The small gap comes almost wholly from the start of the ray, 400 half-widths before the lens, where it was launched without azimuthal motion in a field still 6×10⁻⁶ of the peak.

The azimuthal motion now crosses the axial field, which gives an inward force ev_φB = e²B²r/(2m). Half of this, mv_φ²/r = e²B²r/(4m), is needed to keep the electron turning about the axis. The other half draws it inwards, in agreement with mv²kr = e²B²r/(4m). If the current in the coil is reversed, v_φ and B both change sign, and the inward force stays. On leaving the field, where θ′ returns to zero, the electron loses its azimuthal motion but keeps the inward slope.

To find that slope, integrate the equation for u once across the lens:

u′(after) − u′(before) = −∫k u dz.

Suppose that the field region is so short that u hardly changes within it. Then u can be taken out of the integral, and the change of slope is −Ku, with K = ∫k dz. A ray that enters parallel at height u₀ leaves with slope −Ku₀ and meets the axis a distance 1/K further on. The focal length f is defined as the entrance height of a parallel ray divided by its inward exit slope. Hence

1/f = K = (e/(8mV)) ∫B(z)² dz.

This is the thin-lens law. The assumption behind it can now be judged. Across a field of length L the slope reaches about u₀/f, so the height changes by about u₀L/f. The law thus needs L ≪ f, and it is the leading term in lens strength.

The dependence on voltage holds for a fixed field. At a given r the azimuthal speed and the inward force do not depend on v. One factor 1/v comes from the time for which this force acts, and a second from the exit slope, which is the radial speed divided by v. The power therefore falls as 1/v², that is as 1/V. To keep f unchanged when V is doubled, ∫B²dz must double. For a field of fixed shape, B then rises by √2 everywhere. If the iron of the lens responds linearly, this means √2 times the coil current.

A lens must also treat rays that arrive at a slope. Let the incoming ray be u = u_c + s(z − z_c), where u_c is its height at some plane z_c. To leading order the change of slope is

Δu′ = −Ku_c − s∫k(z − z_c) dz.

The last integral vanishes if z_c is the centroid of k, which is the centroid of B². Seen from that plane, the kick depends on height alone. The outgoing straight line, extended back to z_c, has its height changed by

∫(z − z_c)k u dz = s∫k(z − z_c)² dz,

since the term in u_c vanishes for the same reason. This is of order sL·(L/f), smaller by the factor L/f than the height difference sL across the lens, and it is dropped with the other corrections of that relative order. The lens therefore acts as a thin lens placed at the centroid of B².

The usual image equation follows. A ray from an axial point at distance p before the lens, with slope s, arrives at height sp and leaves with slope s − sp/f. It returns to the axis after a distance b for which sp + b(s − sp/f) = 0. Division by spb gives 1/b + 1/p = 1/f.

The centroid rule was tested on an asymmetric lens, made of one bell-shaped field of half-width a at z = 0 and a second of 0.6 times the peak at z = 3a. The lens was weak: with B₀ the peak field of the first bell, eB₀²a²/(8mV) was 0.001. The centroid of B² lies at 0.9448a. A skew ray aimed to pass this plane at a height h, with slope 0.2h/a in both transverse directions, received a kick that differed from −Kh by 0.195 % of Kh.

The first correction for finite thickness comes from letting the ray move inwards while it is still in the field. Define C(z) as the integral of k from −∞ to z, so that C rises from 0 to K. For a parallel ray the slope inside the lens is, to first order, −Cu₀, and the height is u₀(1 − J), where J(z) is the integral of C from −∞ to z. Putting this height back into the force gives

1/f = ∫k(1 − J) dz = K − ∫kJ dz.

Since k = (C − K)′ and J′ = C, the last integral can be done by parts. The boundary term (C − K)J vanishes at both ends for a field that falls off as fast as those used here, and

1/f = K − ∫C(K − C) dz + …

The integrand is nowhere negative, so this correction weakens the lens. The reason is that the later part of the field finds the electron closer to the axis, where the inward force is smaller. The correction is of order K²L. Relative to K it is of order L/f, and at fixed field it falls as 1/V.

A case that can be solved without assuming a thin lens shows how far the law reaches. Take the bell-shaped field

B(z) = B₀/(1 + z²/a²),

where a is the half-width at half maximum, and define the dimensionless strength q = eB₀²a²/(8mV). The ray equation is then

u″ = −(q/a²)u/(1 + z²/a²)².

Put z = a cot φ, so that φ runs from π at entry to 0 at exit. Then 1 + z²/a² = 1/sin²φ and d/dz = −(sin²φ/a) d/dφ. Write also u = g/sin φ, with subscripts φ for derivatives. The first derivative is

u′ = −(g_φ sin φ − g cos φ)/a.

In the second derivative the two terms g_φ cos φ cancel, which leaves

u″ = (sin³φ/a²)(g_φφ + g).

The right side of the ray equation is −(q/a²) sin³φ g. Hence

g_φφ = −ω²g, ω² = 1 + q.

A ray that enters parallel at height u₀ must have u → u₀ as φ → π. This selects

u = u₀ sin[ω(π − φ)]/(ω sin φ).

At exit, φ → 0, the expression for u′ reduces to g(0)/a = u₀ sin(πω)/(ωa). The focal length is therefore given by

1/f = −sin(πω)/(ωa).

For a weak lens, ω = 1 + q/2 − q²/8 + …. To second order in q, −sin(πω) = π(ω − 1) = (πq/2)(1 − q/4), and 1/ω = 1 − q/2. The product is

1/f = (πq/2a)(1 − 3q/4 + …).

The leading factor is the thin-lens law, because the same substitution gives ∫B²dz = B₀²a∫sin²φ dφ = πB₀²a/2, and so K = πq/(2a). The lens is weaker than the thin law by the fraction 3q/4.

For a strong lens the thin law fails completely. At q = 5/4, where ω = 3/2, the solution gives f = 1.5a, while the thin law gives f = 8a/(5π), or about 0.51a. This f describes only the exit slope. The ray has already crossed the axis inside the field, at φ = π/3, that is at z = a/√3 or about 0.58a. At q = 3, where ω = 2, the exit slope is zero: the ray has crossed the axis at the lens centre and leaves parallel again, with infinite f, although the thin law predicts a very short one.

As an example, take a weak lens in a writer of the converted scanning-microscope type, for which 30 kV is a rough typical voltage. Let the peak field be 30 mT and the half-width a = 5 mm. The integral of B² is

∫B²dz = (π/2)(30 mT)²(5 mm) = 7069 mT² mm = 7.069×10⁻⁶ T² m.

The prefactor e/(8mV) is 7.328×10⁵ T⁻² m⁻², so

1/f = (7.328×10⁵)(7.069×10⁻⁶) m⁻¹ = 5.180 m⁻¹, f = 193.0 mm.

The ratio a/f is about 0.026, so the lens is thin. Its strength is q = 0.01649. The integral of B itself is πB₀a = 471.2 mT mm, and division by μ₀ gives the coil excitation, 375 ampere-turns.

Rays traced through the off-axis continuation of this field, with the full nonrelativistic Lorentz force, gave f = 195.45 mm. The power is 1.231 % below the thin value, where the first correction, 3q/4, predicts 1.237 %. With the field held fixed, the deficit was 2.450 % at 15 kV and 0.617 % at 60 kV. It halves each time the voltage doubles, to within about half a per cent of itself, as a correction proportional to 1/V should. The thin focal lengths at these voltages are 96.5 mm and 386.1 mm.

The excitation formula shows what a narrower field does. For the bell, ∫B²dz = (∫B dz)²/(2πa), so at fixed ampere-turns and voltage f is proportional to a. The strength q depends on the product B₀a, which the ampere-turns fix. Narrowing the field thus shortens the focal length without making the lens any thinner in the sense of a/f.

The image is also turned about the axis, by the total angle of the rotating frame:

θ = (e/(2mv)) ∫B dz.

For the bell this is π√q, here 23.1°. It comes in addition to the inversion of a real image. The rotation is linear in B, while the power is quadratic, and two lenses with opposite currents can make use of this difference. Two bells of equal and opposite peak field, each with q = 0.001, were placed at −2a and +2a. The thin law gives a/f = 0.002513 for the pair, the first correction lowers this to 0.002505, and the traced ray agreed with 0.002505. The traced rotation was below 10⁻⁸ rad. The power is less than twice that of one bell, 2 × 0.001571, because the opposed fields overlap and partly cancel between the lenses. Where they do not overlap, the two integrals of B² simply add, but the powers add only while the whole pair is short compared with f. Between two lenses a distance d apart, C(K − C) equals 1/(f₁f₂), so the correction contains the term d/(f₁f₂). Two opposed lenses of the strength of the 30 mT example, 20a apart, have about 26 % less power than the thin law gives.

For this weak lens at 30 kV, relativity matters more than thickness. The Lorentz factor γ is constant in a magnetic field, so the derivation stands with mv replaced by the momentum p = γmv, and k = e²B²/(4p²). From (eV + mc²)² = p²c² + m²c⁴ it follows that

p² = 2meV(1 + eV/(2mc²)).

The voltage in the thin law must therefore be multiplied by the bracket, which is 1.029 at 30 kV. A relativistic trace gave f = 201.1 mm, which is 4.2 % longer than the thin nonrelativistic value. Of this, 2.9 % is relativity and the rest thickness.

Some further effects hardly change f, but they can matter for the size of the spot. Let the beam have a radius of 0.10 mm at the lens, so that it converges with a half-angle α = 0.512 mrad. The edge rays meet the axis 19.9 μm before the paraxial focus, about one part in ten thousand of f. This is spherical aberration, which comes from the higher powers of r dropped at the start. Multiplied by α, it gives a blur radius of 10.2 nm at the paraxial focus. This value depends on the shape of the field far more than f does: a Gaussian field with the same half-width and the same thin focal length gives about 14 nm.

In the nonrelativistic thin law, an energy difference of 1 eV changes the focal length by the fraction 1/30 000 and moves the edge ray by that fraction of the beam radius, 3.3 nm. Diffraction at a uniformly filled round aperture gives a spot whose first dark ring has the radius 0.61λ/α = 8.3 nm for the wavelength λ = 6.98 pm. The angle α here comes from the nonrelativistic focal length; with the relativistic one it falls to 0.497 mrad and the radius rises to 8.6 nm.

For space charge, take first a uniform round beam of continuous charge, carrying a current I of 1 nA. Gauss's law gives the outward field at its edge, and the edge ray obeys

r″ = P/r, P = eI/(2πε₀mv³),

if the beam's own magnetic field is neglected. With r = r₀(1 − z/f), a kick at z displaces the ray at the focus by f − z times its size. The sum of these displacements is ∫(f − z)(P/r)dz = Pf²/r₀, here 1.1 nm. For continuous charge this is a defocus, which a slight change of coil current could remove. At 1 nA, however, the electrons follow one another at an average distance ev/I of about 16 mm, far more than the beam radius. The 1.1 nm is then only an average over many electrons: most are hardly deflected, while the few that happen to travel close to another are deflected much more. A change of coil current cannot correct such random encounters.

Set beside real columns, this example resembles a weak condenser lens more than the final lens. Its focal length of about 0.2 m is far longer than the few centimetres or less that are typical of a final lens. There the assumption of thinness can fail. In the bell model at 30 kV, with a still 5 mm, the case q = 5/4 needs a peak field of about 0.26 T. The focal length defined by the exit slope is then 7.5 mm, where the thin law gives 2.5 mm, so for this quantity the law is wrong by a factor of about three. Neither number is the distance to the spot: a parallel ray meets the axis 2.9 mm beyond the lens centre, still inside the field. When the target lies in the field, the ray equation must be solved up to the target itself. Dedicated writers commonly run at 50 or 100 kV, where the relativistic bracket is about 1.05 or 1.10. A thin lens has its f lengthened by this factor at fixed field. A strong lens does not follow this rule: relativity divides q by the bracket, and for the bell at q = 5/4 the closed formula then shortens the exit-slope focal length by about 1 % or 2 %, while the point where a parallel ray meets the axis moves outwards by about 0.04a or 0.07a. The field of a real lens is not a perfect bell either, but this is no obstacle to the thin law, which takes the measured or computed B(z) as it is. The values for the 30 mT example are collected in the numerical output below.

Table of computed values

```
accelerating voltage V             30.0 kV
peak axial field B0                30.0 mT
bell half-width a                  5.0 mm
beam radius at lens                0.10 mm
beam current                       1.0 nA
energy spread                      1.0 eV
nonrelativistic speed              1.0273e+08 m/s
integral of B^2 dz                 7068.6 mT^2 mm
integral of B dz                   471.24 mT mm
coil excitation                    375.0 A-turns
e/(8 m V)                          7.3284e+05 T^-2 m^-2
bell strength q                    0.01649 (no unit)
thin-lens power 1/f                5.1802 m^-1
image rotation                     23.11 deg
V = 15 kV: f thin 96.52 mm, f traced 98.95 mm, power deficit 2.450 %
V = 30 kV: f thin 193.04 mm, f traced 195.45 mm, power deficit 1.231 %
V = 60 kV: f thin 386.09 mm, f traced 388.49 mm, power deficit 0.617 %
first thickness correction, 30 kV  1.237 %
relativistic factor on f           1.02935 (no unit)
f traced with relativity           201.12 mm
f relativistic / f thin            1.0418 (no unit)
azimuthal rate traced / formula    0.999994 (no unit)
opposed pair: strength q each      0.0010 (no unit)
opposed pair: a/f thin             0.002513 (no unit)
opposed pair: a/f corrected        0.002505 (no unit)
opposed pair: a/f traced           0.002505 (no unit)
opposed pair: rotation size        6.5e-09 rad
asymmetric lens: centroid / a      0.9448 (no unit)
skew ray: error of thin kick       0.195 %
convergence half-angle             0.5116 mrad
spherical focus shift              19.87 um
spherical blur radius              10.17 nm
chromatic blur radius              3.29 nm
electron wavelength                6.979 pm
diffraction blur radius            8.32 nm
space-charge blur radius           1.11 nm
```
